# Why band-to-band tunnelling current rises weakly with temperature at fixed field

**Definitions and conventions**

Let $F>0$ be the magnitude of a uniform electric field in a reverse-biased junction, $q>0$ the elementary charge, $k$ Boltzmann's constant and $E_g(T)$ the direct gap. $G$ is the number of electron–hole pairs generated by tunnelling per unit volume and time. The apparent activation energy is the negative slope of an Arrhenius plot,

$$E_a=-\frac{d\ln G}{d(1/kT)} .$$

Since $d(1/kT)=-dT/(kT^2)$, this is the same as

$$E_a=kT^2\,\frac{d\ln G}{dT},\qquad F\ \text{held fixed}. \tag{1}$$

This defines a local slope. It does not imply that carriers climb a barrier of height $E_a$.

The model has one conduction and one valence band, isotropic and coupled by an interband velocity $v$, which is proportional to the momentum matrix element. The valence states that feed the tunnelling are full and the final conduction states are empty. Phonons enter through the gap $E_g(T)$ and nowhere else.

**Bands and the mass that follows the gap**

For wavevector $k_z$ along the field and $k_\perp$ across it, take for each of two spins

$$H=\frac{E_g}{2}\sigma_x+\hbar v k_z\sigma_z+\hbar v k_\perp\sigma_y .$$

The Pauli matrices anticommute and each squares to one, so the cross terms in $H^2$ cancel. The energies, measured from midgap, satisfy

$$\varepsilon^2=\frac{E_g^2}{4}+\hbar^2v^2(k_z^2+k_\perp^2). \tag{2}$$

At $k_\perp=0$ and small $k_z$, the square root expands to $\varepsilon\simeq E_g/2+\hbar^2v^2k_z^2/E_g$. Comparison with $\hbar^2k_z^2/(2m)$ gives $m=E_g/(2v^2)$ for the electron, and by symmetry the same for the hole. The reduced mass is half of this:

$$m_r=\frac{E_g}{4v^2}. \tag{3}$$

If the matrix element stays fixed while the gap shrinks, the mass shrinks too. This affects the temperature coefficient.

**The Kane exponent**

Choose the origin of $x$ so that an electron of given total energy has local energy $\varepsilon=qFx$ relative to midgap. Inside the gap $k_z$ is imaginary. Setting $k_z=i\kappa$ in (2) gives

$$\kappa=\frac{\sqrt{\Delta_\perp^2-\varepsilon^2}}{\hbar v},\qquad \Delta_\perp^2=\frac{E_g^2}{4}+\hbar^2v^2k_\perp^2 .$$

The semiclassical tunnelling probability is $P=\exp(-2\int\kappa\,dx)$ between the turning points $\varepsilon=\pm\Delta_\perp$. With $dx=d\varepsilon/(qF)$, the integral is the area of a half disc of radius $\Delta_\perp$:

$$2\int\kappa\,dx=\frac{2}{\hbar vqF}\,\frac{\pi\Delta_\perp^2}{2}
=S+\frac{\pi\hbar v}{qF}k_\perp^2,\qquad S=\frac{\pi E_g^2}{4\hbar vqF}. \tag{4}$$

Equation (3) gives $v=\sqrt{E_g}/(2\sqrt{m_r})$. Inserting it turns $S$ into the usual Kane form,

$$S=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar qF}. \tag{5}$$

The exponent can also be reached without a semiclassical barrier. The field sweeps the wavevector at the rate $\hbar|\dot k_z|=qF$. At $k_\perp=0$ the two diagonal energies of $H$ then cross at the relative rate $2vqF$, coupled by $E_g/2$. The Landau–Zener formula for the probability of changing band is

$$P=\exp\left[-\frac{2\pi(E_g/2)^2}{\hbar(2vqF)}\right]=e^{-S}.$$

For the example below, direct numerical integration of this time-dependent Schrödinger equation gives $-\ln P=11.56$ at 300 K, and (4) gives $S=11.56$.

**The supply of electrons contains no Boltzmann factor**

In a length $L$, for one spin and one $k_\perp$, the allowed values of $k_z$ are spaced by $2\pi/L$. The field moves them past the band edge at $qF/\hbar$ in wavevector per unit time, so $LqF/(2\pi\hbar)$ states arrive per unit time. Each carries an electron, because the valence band is full. Dividing by $L$, multiplying by two spins and summing over transverse wavevectors gives

$$G=2\,\frac{qF}{2\pi\hbar}\,e^{-S}\int\frac{d^2k_\perp}{(2\pi)^2}\,
\exp\left(-\frac{\pi\hbar v}{qF}k_\perp^2\right).$$

The Gaussian integral over the plane is $\pi$ divided by the coefficient of $k_\perp^2$, that is $qF/(\hbar v)$. Hence

$$G=\frac{qF}{\pi\hbar}\cdot\frac{1}{4\pi^2}\cdot\frac{qF}{\hbar v}\,e^{-S}
=\frac{q^2F^2}{4\pi^3\hbar^2v}\,e^{-S}. \tag{6}$$

An electron does not have to be thermally excited before it tunnels. At fixed field, temperature can enter (6) through $E_g$ and, if the mass is held fixed instead of the matrix element, through $v$.

**From gap narrowing to activation energy**

Write $E_g'=dE_g/dT$, which is negative here. First hold $v$ fixed. The prefactor in (6) is then constant, and $S\propto E_g^2$ gives

$$\frac{d\ln G}{dT}=-\frac{dS}{dT}=-2S\frac{E_g'}{E_g}=2S\frac{|E_g'|}{E_g}.$$

Now hold $m_r$ fixed, as is done when Kane's formula is used with a constant mass. From (5), $S\propto E_g^{3/2}$. Since $v\propto E_g^{1/2}$, the prefactor varies as $E_g^{-1/2}$. Therefore

$$\frac{d\ln G}{dT}=-\frac12\frac{E_g'}{E_g}-\frac32S\frac{E_g'}{E_g}
=\left(\frac32S+\frac12\right)\frac{|E_g'|}{E_g}.$$

Both cases are contained in

$$E_a=kT^2\,\frac{|E_g'|}{E_g}\,(nS+p), \tag{7}$$

with $(n,p)=(2,0)$ for fixed $v$ and $(3/2,1/2)$ for fixed $m_r$. The first choice is consistent with a two-band model whose matrix element does not depend on temperature. The second freezes a mass that this model says should follow the gap. A real crystal need not obey either condition, so the two values indicate sensitivity to the assumption and are not bounds.

**A germanium example**

Consider a thin high-field region in a germanium photodiode, with $F=0.5$ MV/cm over 28 nm at 300 K. The parameters are rough typical ones: a reduced mass of $0.02\,m_0$ at 300 K, and a direct gap following Varshni's form,

$$E_g(T)=E_0-\frac{\alpha T^2}{T+\beta},\qquad
E_g'=-\alpha\,\frac{2T(T+\beta)-T^2}{(T+\beta)^2}=-\frac{\alpha T(T+2\beta)}{(T+\beta)^2},$$

with $E_0=0.89$ eV, $\alpha=5.82\times10^{-4}$ eV/K and $\beta=296$ K. At 300 K this gives $E_g=0.802$ eV and $E_g'=-0.438$ meV/K. Equation (3) gives $v=1.328\times10^6$ m/s, so $\hbar v=0.874$ eV nm. The field corresponds to $qF=0.05$ eV/nm, and

$$S=\frac{\pi(0.802)^2}{4(0.874)(0.05)}\simeq11.6 .$$

With $kT^2=7.756$ eV K, the common factor in (7) is

$$kT^2\frac{|E_g'|}{E_g}=\frac{7.756\times0.4384\ \text{meV}}{0.8021}=4.24\ \text{meV}.$$

For fixed $v$, $E_a=4.24\times2\times11.56=98$ meV. For fixed $m_r$, $E_a=4.24\times(17.34+0.5)=76$ meV. Both are far below the 802 meV gap. They scale with $|E_g'|$ and roughly with $\sqrt{m_r}$, which are known here only approximately: a gap slope 7% smaller would lower them by 5 to 7 meV, so the second digit depends on the parameter set. The numbers that follow hold $v$ fixed.

Between 300 and 350 K the gap falls from 0.802 to 0.780 eV and $S$ from 11.56 to 10.92. The rate rises by a factor of 1.89, close to $e^{0.64}$.

**Why thermal generation is so much steeper**

Thermal generation through midgap traps follows the intrinsic density $n_i\propto T^{3/2}\exp(-E_L/2kT)$ when the lifetime is constant. Here $E_L$ is the indirect gap of germanium, 0.661 eV at 300 K. Applying (1) to $n_i$ gives

$$E_a^{\rm th}=\frac{E_L-TE_L'}{2}+\frac32kT .$$

The model's Varshni parameters for $E_L$ (0.742 eV, $4.8\times10^{-4}$ eV/K, 235 K) give $E_L'=-0.387$ meV/K. The sum is $(661+116)/2+39\simeq428$ meV. From 300 to 350 K, $n_i$ grows by a factor of 10.9.

The two exponents are of similar size: $E_L/2kT=12.8$ and $S=11.6$. What differs is their response to temperature. A small fractional rise in $T$ lowers $1/T$ by the same fraction. It lowers $E_g^2$ by that fraction multiplied by

$$\frac{2T|E_g'|}{E_g}=\frac{2\times300\times0.4384\times10^{-3}}{0.8021}=0.33 .$$

Temperature divides the Boltzmann exponent directly, but it reaches the Kane exponent through a modest fractional change of the gap. Gap narrowing also steepens thermal generation, through $-TE_L'/2$, but there it adds to a large term that is present without it.

**Temperature and field limits**

For $T\ll\beta$, Varshni's form gives $|E_g'|\simeq2\alpha T/\beta$. With $v$ fixed, (7) becomes

$$E_a\simeq\frac{4k\alpha S(0)}{\beta E_0}\,T^3\longrightarrow0 .$$

The cubic power belongs to the Varshni form; the vanishing needs only a gap slope that stays finite. The current itself does not vanish. Because $S\propto E_g^2$, $S(0)=11.56\,(0.890/0.802)^2\simeq14.2$. Cooling from 300 K to absolute zero at fixed field therefore reduces $G$ by $e^{2.67}$, a factor of about 14, whereas $n_i$ goes to zero.

At 0.5 MV/cm, (7) gives 7, 39, 98 and 179 meV at 100, 200, 300 and 400 K. The Arrhenius plot is curved. A straight-line fit from 250 to 350 K returns 95 meV, which summarizes that interval and is not a material energy.

For fixed $v$, $E_a\propto S\propto1/F$. At 300 K it is 163 meV at 0.3 MV/cm and 61 meV at 0.8 MV/cm. A weaker field makes the barrier longer, so the same narrowing removes more from the exponent. Extrapolated, the tunnelling and thermal activation energies become equal at

$$F=0.5\times\frac{98.0}{427.5}=0.115\ \text{MV/cm}.$$

There $S=50$ and $G=2.3\times10^8$ cm$^{-3}$ s$^{-1}$. For a rough trap lifetime $\tau=10$ ns, the thermal rate $n_i/(2\tau)$ is about $10^{21}$ cm$^{-3}$ s$^{-1}$. For these parameters, direct tunnelling is negligible long before it becomes as strongly activated as thermal generation.

**From local rate to junction current**

Let $W$ be the width of the field region and $D=qFW=1.4$ eV the potential energy drop across it. A tunnelling path needs a length $E_g/(qF)=16$ nm, so the starting points occupy the remaining 12 nm. The current density is

$$J=qG\left(W-\frac{E_g}{qF}\right)=\frac{G}{F}(D-E_g)\simeq64\ \text{A/cm}^2. \tag{8}$$

A fuller integral includes Fermi factors and the transverse energy, which shortens the window of allowed energies. It assumes heavily doped contacts with Fermi levels at the band edges: the valence edge on the p side and the indirect conduction edge on the n side. Band bending inside the contacts is left out. At such doping it would not be negligible, so the uniform field with abrupt ends is an idealization. With the semiclassical transmission, the integral gives 59 A/cm$^2$ and $E_a=103$ meV at fixed field. Solving the two-band wave equation exactly across the abrupt ramp raises the current by about 10%, to 65 A/cm$^2$, and leaves $E_a$ at 103 meV. Adding depletion tails in the contacts, about 12 and 6 nm long at this doping, raises the current to about 100 A/cm$^2$ at the same peak field but moves $E_a$ by only about 2 meV. By (8), the widening window adds $kT^2|E_g'|/(D-E_g)=3.40/0.598\simeq5.7$ meV to the 98 meV, and the Fermi factors take back a little, as shown next.

This integral also tests the cause. With both gaps frozen at their 300 K values but the Fermi factors still responding to temperature, $E_a$ drops from 103 to $-0.8$ meV. The small negative value has a simple origin. Empty states near the p-side valence edge remove an energy $kT\ln2$ from the window, which contributes about $-(kT)^2\ln2/(D-E_g)=-0.8$ meV. This term comes from pinning the Fermi levels at the band edges; at fixed doping density it is close to zero. Either way, in this model gap narrowing supplies essentially all the rise.

**Fixed bias is a different experiment**

Suppose the Fermi levels in the contacts stay at the band edges at every temperature. The built-in energy is then $E_L$ and $D=qV+E_L(T)$, where $V=0.739$ V gives the chosen field at 300 K. If $V$ and $W$ are held fixed, heating lowers the built-in potential and hence the field.

In (8), $G/F$ varies as $Fe^{-S}$ with $S\propto1/F$, so its logarithmic derivative with respect to $\ln F$ is $1+S$. The extra contribution to the activation energy is

$$kT^2E_L'\left[\frac{1+S}{D}+\frac{1}{D-E_g}\right]
\simeq-3.00\left[\frac{12.56}{1.4}+\frac{1}{0.598}\right]\text{meV}\simeq-32\ \text{meV}.$$

Here $-3.00$ meV eV is $kT^2E_L'$, and the energies in the brackets are in eV. The full integral gives 71 meV at fixed bias, against 103 meV at fixed field. With a fixed doping density, heating would also move the Fermi levels towards the gap, which lowers the built-in energy further and reduces the slope more. For parabolic bands each level moves by about 0.16 meV/K, and the slope falls to about 45 meV. Depletion tails in the contacts work the other way, because they absorb part of the change in potential: with them the fixed-bias slope is about 82 meV for pinned Fermi levels and 66 meV for fixed doping. A measured slope therefore cannot be compared with (7) until the change of field with temperature is known.

**Other routes for the current**

A small activation energy does not identify direct tunnelling. Suppose a carrier leaves a midgap trap partly by heat and partly by tunnelling. In a one-dimensional estimate, the thermal rate is multiplied by $1+\Gamma$, with

$$\Gamma=a\int_0^1\exp(au-Ku^{3/2})\,du,\qquad a=\frac{E_L}{2kT}.$$

Here $u$ is the fraction of the trap depth that tunnelling saves from thermal excitation, and $K$ is the tunnelling exponent for the full depth. With a rough tunnelling mass of $0.04\,m_0$, $a=12.8$ and $K=5.2$. The integrand's exponent has slope $a-\tfrac32K\sqrt u$, which stays positive up to $u=1$. Tunnelling over the full depth is favoured, and $e^a$ cancels the Boltzmann factor in $n_i$.

For $\tau=10$ ns, and with the same $\Gamma$ applied across the whole 28 nm, this route gives about 2 A/cm$^2$ with $E_a=98$ meV, close to the slope of direct tunnelling. This overestimates the current, because traps within $E_L/(2qF)=6.6$ nm of an edge lack the room to tunnel over the full depth; limiting the depth to the room available gives about 1.3 A/cm$^2$ and 108 meV. The close agreement of the slopes is a coincidence of these parameters and simplifications, but it shows that a small slope alone cannot separate the mechanisms. The trap current scales as $1/\tau$, so a 1 ns lifetime would raise this estimate to about 20 A/cm$^2$.

Phonon-assisted tunnelling into the indirect valleys has an estimated exponent of 13.1 for a field along [100], where the valley mass along the field is about $0.12\,m_0$. Other field directions change this mass and hence the exponent. With 28 meV phonons, emission and absorption included, its activation energy is about 121 meV. This estimate omits the temperature dependence of the prefactor, and its share of the current was not computed. For parallel currents $J=\sum_iJ_i$,

$$\frac{d\ln J}{dT}=\sum_i\frac{J_i}{J}\,\frac{d\ln J_i}{dT},$$

so the total slope is a current-weighted mean. Mixing in this channel would leave the dependence weak.

Putting a heavy-hole reduced mass of about $0.034\,m_0$ into (5) gives an exponential factor about 3% of that for light holes, prefactors aside. This is only an order-of-magnitude estimate, because the two-band model does not describe heavy holes. Impact ionization is left out of the model, but energy conservation alone does not forbid it. After tunnelling, the pair can gain at most $D-E_g=0.60$ eV from the field. The electron, however, enters the direct valley, $E_g-E_L=0.14$ eV above the indirect edge. Measured from that edge, its energy can reach $D-E_L=0.74$ eV, more than the 0.66 eV indirect gap.

**How the example relates to a real photodiode**

In a photodiode with an intrinsic region of 300 nm and a total potential drop of 2 V, the average field is 0.07 MV/cm. The field used here is far above that, and a wide germanium region could not sustain it without avalanche breakdown. It stands for an idealized thin region between heavily doped sides, or a local field peak, and 59 A/cm$^2$ should not be read as a typical dark current density for a whole device. If such a region covered 0.1% of the junction area, it would add 59 mA/cm$^2$ to the area average.

The field in a real junction is not uniform, and the result is sensitive to this. At fixed gap, a field 10% higher multiplies $G$ by $1.1^2\exp[11.56(1-1/1.1)]\simeq3.5$ and lowers $E_a$ to about 89 meV. Field peaks at least as wide as the tunnelling path therefore carry a disproportionate share of the current and pull its slope down. A much narrower peak has a smaller effect, because it raises the field over only part of the path. Strain and heavy doping also shift the gap: a reduction of 30 meV, at fixed field and fixed $v$, multiplies $G$ by 2.3 but changes $E_a$ only from 98 to 94 meV. The size of the current is thus much less certain than its weak temperature dependence. The numerical output below lists the main computed values.

## Numbers as computed

```
Temperature: 300 K
Field: 0.5 MV/cm
Field-region width: 28 nm
Potential drop: 1.4 V
Reduced mass at 300 K: 0.02 m0
Direct Varshni: 0.89 eV, 0.000582 eV/K, 296 K
Indirect Varshni: 0.742 eV, 0.00048 eV/K, 235 K
Direct gap 300 K: 0.8021 eV
Direct gap 350 K: 0.7796 eV
Direct gap slope 300 K: -0.4384 meV/K
Indirect gap 300 K: 0.6613 eV
Interband velocity: 1.328e+06 m/s
Tunnel length Eg/qF: 16.04 nm
k T^2 at 300 K: 7.756 eV K
Exponent S 300 K: 11.56
Exponent S 350 K: 10.92
Exact -ln P 300 K: 11.56
Rate G 300 K: 3.33e+26 cm^-3 s^-1
Simple current density: 63.9 A/cm2
Full current density: 59.1 A/cm2
Ea, fixed velocity: 98.03 meV
Ea, fixed mass: 75.64 meV
dlnG/dT, fixed velocity: 1.26 %/K
Arrhenius fit 250-350 K: 95.18 meV
Ea at 100 K, 0.5 MV/cm: 6.963 meV
Ea at 200 K, 0.5 MV/cm: 39.14 meV
Ea at 400 K, 0.5 MV/cm: 178.7 meV
Ea at 300 K, 0.3 MV/cm: 163.4 meV
Ea at 300 K, 0.8 MV/cm: 61.27 meV
G(350 K)/G(300 K): 1.89
n_i(350 K)/n_i(300 K): 10.9
Ea of n_i: 427.5 meV
Field for equal Ea: 0.115 MV/cm
S at that field: 50.4
G at that field: 2.3e+08 cm^-3 s^-1
Thermal rate n_i/(2 tau): 1e+21 cm^-3 s^-1
Ea, full current, fixed field: 103.2 meV
Ea, full current, frozen gap: -0.77 meV
Bias at 300 K: 0.739 V
Ea, full current, fixed bias: 70.92 meV
Trap lifetime: 10 ns
Thermal current density: 0.00045 A/cm2
Trap-assisted current density: 2 A/cm2
Ea, trap-assisted: 97.8 meV
Phonon energy: 28 meV
Phonon-assisted exponent: 13.1
Ea, phonon-assisted: 121 meV
Heavy-hole exponential ratio: 0.029
Largest kinetic energy: 0.598 eV
G factor for 30 meV smaller gap: 2.34
Ea for 30 meV smaller gap: 94.37 meV
```
